# Wafer curvature over thickness is mean film stress, not growth stress: test program

```python
"""Result under test: wafer curvature K measures the accumulated film force per
width f = integral of stress over thickness. f/h is the MEAN film stress.
The stress of newly added material is df/dh only if buried layers are frozen;
otherwise df/dt = (dh/dt)*front stress + integral of d(stress)/dt over depth.
Symbols: h film thickness, H wafer thickness, M_s and M_f biaxial moduli of
wafer and film, growth_stress(h) stress of a layer as it is added.
Working units: nm, MPa, s, K; hence f is in MPa nm = 1e-3 N/m.
Tension is positive; K > 0 is concave on the film side.
Material data are rough typical values; growth stresses are model values."""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq

C11, C12 = 166e3, 64e3               # silicon stiffnesses, MPa
E_film, nu_film = 130e3, 0.34        # polycrystalline copper
alpha_s, alpha_f = 2.6e-6, 16.5e-6   # thermal expansion, 1/K
H = 300e3                            # wafer thickness, nm
steady, excess, h0 = -100.0, 500.0, 20.0
h_end, h_probe = 200.0, 60.0

# Wafer modulus: formula against inversion of the stiffness matrix
M_s = C11 + C12 - 2*C12**2/C11
stiffness = np.full((3, 3), C12) + (C11 - C12)*np.eye(3)
strain = np.linalg.solve(stiffness, [1.0, 1.0, 0.0])
assert abs(M_s*strain[0] - 1) < 1e-12
M_f = E_film/(1 - nu_film)
m = M_f/M_s
stoney = M_s*H**2/6                  # f = stoney*K


def growth_stress(h):
    return steady + excess*np.exp(-h/h0)


def force(h):
    return steady*h + excess*h0*(1 - np.exp(-h/h0))


def force_numeric(h):
    return quad(growth_stress, 0, h, epsabs=1e-10, epsrel=1e-11)[0]


def grow(wafer, step, count):
    """Add layers one by one and restore force and moment balance each time.
    Depth is scaled by wafer thickness and measured from its midplane."""
    nodes, weights = np.polynomial.legendre.leggauss(3)
    zs, ws = nodes/2, weights/2
    thick = step/wafer
    zf = 0.5 + (np.arange(count) + 0.5)*thick
    stress = np.zeros(count)
    curvature = np.zeros(count)
    stretch, bend = 0.0, 0.0
    for i in range(count):
        stress[i] = growth_stress((i + 0.5)*step)
        z, s = zf[:i+1], stress[:i+1]
        sub = M_s*(stretch + bend*zs)
        load = [np.sum(ws*sub) + thick*np.sum(s),
                np.sum(ws*sub*zs) + thick*np.sum(s*z)]
        a = M_s*np.sum(ws) + M_f*thick*len(z)
        b = M_s*np.sum(ws*zs) + M_f*thick*np.sum(z)
        d = M_s*np.sum(ws*zs**2) + M_f*thick*np.sum(z**2)
        de, dk = np.linalg.solve([[a, b], [b, d]], [-load[0], -load[1]])
        stretch += de
        bend += dk
        stress[:i+1] += M_f*(de + dk*z)
        curvature[i] = -bend/wafer
    return curvature, stress


# Elastic simulation read in both ways
step = 0.5
count = int(round(h_end/step))
K_sim, layer_stress = grow(H, step, count)
h_grid = step*np.arange(1, count + 1)
slope_sim = stoney*np.diff(K_sim)/step
h_mid = h_grid[1:] - step/2
slope_error = np.max(np.abs(slope_sim - growth_stress(h_mid)))
assert slope_error < 0.25
f_sim = stoney*K_sim
assert np.max(np.abs(f_sim - force(h_grid))) < 0.003*np.max(np.abs(f_sim))
ip = int(round(h_probe/step)) - 1
mean_sim = f_sim[ip]/h_probe
slope_probe_sim = (f_sim[ip+1] - f_sim[ip-1])/(2*step)
assert mean_sim > 0 > slope_probe_sim
assert abs(mean_sim - force_numeric(h_probe)/h_probe) < 0.2

# First-order film stiffness correction and compliance of the wafer
H_test = 200e3
K_test, _ = grow(H_test, step, count)
ratio = (K_test[-1] - K_test[-2])/step*M_s*H_test**2/6
ratio = ratio/growth_stress(h_mid[-1]) - 1
predicted = (2 - 4*m)*h_mid[-1]/H_test
assert abs(ratio/predicted - 1) < 0.03   # next order in h/H and layer width
stiff_correction = (2 - 4*m)*h_end/H
buried_change = -4*m*force(h_end)/H
simulated_change = layer_stress[0] - growth_stress(step/2)
assert abs(simulated_change/buried_change - 1) < 0.02

# Accumulated force, mean stress and characteristic thicknesses
for h in (5.0, 32.0, 60.0, 200.0):
    assert abs(force(h) - force_numeric(h)) < 1e-6
    dh = 1e-3
    mean_rate = (force_numeric(h+dh)/(h+dh) - force_numeric(h-dh)/(h-dh))/(2*dh)
    assert abs(force_numeric(h)/h + h*mean_rate - growth_stress(h)) < 1e-3
h_peak = h0*np.log(-excess/steady)
peak_index = np.argmax(f_sim)
assert abs(h_grid[peak_index] - h_peak) <= step
h_mean_zero = brentq(force_numeric, 50, 200)
band = 10.0
h_settle_growth = h0*np.log(excess/band)
h_settle_mean = excess*h0/band
root = brentq(lambda h: force_numeric(h)/h - steady - band, 300, 3000)
assert abs(root/h_settle_mean - 1) < 1e-6
root = brentq(lambda h: (force_numeric(h+.01) - force_numeric(h-.01))/.02
              - steady - band, 20, 200)
assert abs(root - h_settle_growth) < 0.01

# Relaxing buried layers, then a growth stop at h_end
rate, tau, lost = 0.1, 300.0, 0.3
length = rate*tau
gx, gw = np.polynomial.legendre.leggauss(80)


def relaxed_force(time, thickness):
    z = thickness*(gx + 1)/2
    age = time - z/rate
    s = growth_stress(z)*(1 - lost*(1 - np.exp(-age/tau)))
    return thickness/2*np.sum(gw*s)


memory = (steady*length*(1 - np.exp(-h_end/length)) + excess
          * (np.exp(-h_end/h0) - np.exp(-h_end/length))/(1/length - 1/h0))
slope_relaxed = growth_stress(h_end) - lost/length*memory
t_stop, dt = h_end/rate, 1.0
F = [relaxed_force(t_stop - k*dt, rate*(t_stop - k*dt)) for k in range(3)]
before = (3*F[0] - 4*F[1] + F[2])/(2*dt)
G = [relaxed_force(t_stop + k*dt, h_end) for k in range(3)]
after = (-3*G[0] + 4*G[1] - G[2])/(2*dt)
assert abs(before/rate - slope_relaxed) < 0.01
assert abs((before - after)/rate - growth_stress(h_end)) < 0.01
assert abs(before/rate - growth_stress(h_end)) > 20

# Slope fitting: random noise and systematic bias of a finite window
noise_K = 0.01e-12                    # 0.01 per km, in 1/nm
noise_f = stoney*noise_K
x = step*np.arange(-10, 11)
sxx = np.sum(x**2)
slope_noise = noise_f/np.sqrt(sxx)
pair_noise = np.sqrt(2)*noise_f/step
rng = np.random.default_rng(4)
data = force(h_probe + x) + noise_f*rng.standard_normal((5000, len(x)))
fits = np.polyfit(x, data.T, 1)[0]
assert abs(np.std(fits)/slope_noise - 1) < 0.05   # sampling error about 1%
pairs = (data[:, 1] - data[:, 0])/step
assert abs(np.std(pairs)/pair_noise - 1) < 0.05
bias = excess/h0**2*np.exp(-h_probe/h0)*np.sum(x**4)/(6*sxx)
clean = np.polyfit(x, force(h_probe + x), 1)[0]
assert abs((clean - growth_stress(h_probe))/bias - 1) < 0.02

# Uniform warming during growth, constant offset, and bow
warming = 10.0
gradient = warming/h_end
thermal_coeff = M_f*(alpha_s - alpha_f)


def thermal_force(h):
    return quad(lambda z: thermal_coeff*gradient*(h - z), 0, h)[0]


def thermal_slope(h):
    return thermal_coeff*gradient*h


for h in (h_probe, h_end):
    numeric = (thermal_force(h + 0.1) - thermal_force(h - 0.1))/0.2
    assert abs(numeric - thermal_slope(h)) < 1e-6
offset = 1000.0                       # 1 N/m in MPa nm
radius = 50e6                         # wafer radius, nm
K_end = force(h_end)/stoney
bow = abs(K_end)*radius**2/2
R_end = 1/abs(K_end)
sagitta = radius**2/(R_end + np.sqrt(R_end**2 - radius**2))
assert abs(bow/sagitta - 1) < 1e-6

print(f"Si stiffness C11, C12: {C11/1e3:.0f}, {C12/1e3:.0f} GPa")
print(f"wafer biaxial modulus: {M_s/1e3:.1f} GPa")
print(f"film Young modulus: {E_film/1e3:.0f} GPa; Poisson ratio: {nu_film}")
print(f"film biaxial modulus: {M_f/1e3:.1f} GPa; ratio M_f/M_s: {m:.3f}")
print(f"wafer thickness: {H/1e3:.0f} um")
print(f"steady stress: {steady:.0f} MPa; initial excess: {excess:.0f} MPa")
print(f"decay thickness h0: {h0:.0f} nm")
print(f"force per curvature M_s H^2/6: {stoney*1e-15:.3f} (N/m) per (1/km)")
print("h (nm) | f (N/m) | K (1/km) | mean (MPa) | growth stress (MPa)")
for h in (10., 20., 40., 60., 80., 100., 150., 200.):
    print(f"{h:.0f} | {force(h)/1e3:.3f} | {force(h)/stoney*1e12:.3f} | "
          f"{force(h)/h:.1f} | {growth_stress(h):.1f}")
print(f"simulation at {h_probe:.0f} nm, K/h reading: {mean_sim:.1f} MPa")
print(f"simulation at {h_probe:.0f} nm, slope reading: {slope_probe_sim:.1f} MPa")
print(f"largest slope error in simulation: {slope_error:.2f} MPa")
print(f"force peak, growth stress zero: {h_peak:.1f} nm")
print(f"peak force: {force(h_peak)/1e3:.3f} N/m")
print(f"mean stress at force peak: {force(h_peak)/h_peak:.1f} MPa")
print(f"mean stress zero: {h_mean_zero:.1f} nm")
print(f"growth stress at mean zero: {growth_stress(h_mean_zero):.1f} MPa")
print(f"growth stress within {band:.0f} MPa of steady: {h_settle_growth:.1f} nm")
print(f"mean stress within {band:.0f} MPa of steady: {h_settle_mean:.0f} nm")
print(f"relaxing case: rate {rate} nm/s, tau {tau:.0f} s, fraction {lost}")
print(f"relaxation length R tau: {length:.0f} nm")
print(f"relaxing case, df/dh at {h_end:.0f} nm: {slope_relaxed:.1f} MPa")
print(f"relaxing case, mean at {h_end:.0f} nm: {F[0]/h_end:.1f} MPa")
print(f"df/dt before stop: {before:.2f} MPa nm/s")
print(f"df/dt after stop: {after:.2f} MPa nm/s")
print(f"growth stress from jump: {(before-after)/rate:.1f} MPa")
print(f"stiffness correction at {h_end:.0f} nm: {100*stiff_correction:.2f} %")
print(f"first-layer stress change by wafer compliance: {buried_change:.2f} MPa")
print(f"curvature noise: {noise_K*1e12:.2f} 1/km; force: {noise_f/1e3:.3f} N/m")
print(f"fit window: {x[-1]-x[0]:.0f} nm, {len(x)} points, spacing {step} nm")
print(f"fitted slope noise: {slope_noise:.2f} MPa; bias: {bias:.2f} MPa")
print(f"two-point slope noise: {pair_noise:.0f} MPa")
print(f"mean-stress noise at {h_probe:.0f} nm: {noise_f/h_probe:.2f} MPa")
print(f"offset {offset/1e3:.0f} N/m, mean error at {h_probe:.0f} nm: "
      f"{offset/h_probe:.1f} MPa")
print(f"expansion wafer, film: {alpha_s*1e6:.1f}, {alpha_f*1e6:.1f} ppm/K")
print(f"thermal stress coefficient: {thermal_coeff:.2f} MPa/K")
print(f"warming over {h_end:.0f} nm: {warming:.0f} K")
print(f"warming slope error at {h_probe:.0f} nm: {thermal_slope(h_probe):.1f} MPa")
print(f"warming slope error at {h_end:.0f} nm: {thermal_slope(h_end):.1f} MPa")
print(f"wafer radius: {radius/1e6:.0f} mm; final bow: {bow/1e3:.2f} um")
print(f"final bow / wafer thickness: {bow/H:.4f}")
print("tests ok")
```

Output:

```
Si stiffness C11, C12: 166, 64 GPa
wafer biaxial modulus: 180.7 GPa
film Young modulus: 130 GPa; Poisson ratio: 0.34
film biaxial modulus: 197.0 GPa; ratio M_f/M_s: 1.090
wafer thickness: 300 um
steady stress: -100 MPa; initial excess: 500 MPa
decay thickness h0: 20 nm
force per curvature M_s H^2/6: 2.710 (N/m) per (1/km)
h (nm) | f (N/m) | K (1/km) | mean (MPa) | growth stress (MPa)
10 | 2.935 | 1.083 | 293.5 | 203.3
20 | 4.321 | 1.595 | 216.1 | 83.9
40 | 4.647 | 1.715 | 116.2 | -32.3
60 | 3.502 | 1.292 | 58.4 | -75.1
80 | 1.817 | 0.670 | 22.7 | -90.8
100 | -0.067 | -0.025 | -0.7 | -96.6
150 | -5.006 | -1.847 | -33.4 | -99.7
200 | -10.000 | -3.691 | -50.0 | -100.0
simulation at 60 nm, K/h reading: 58.4 MPa
simulation at 60 nm, slope reading: -75.1 MPa
largest slope error in simulation: 0.16 MPa
force peak, growth stress zero: 32.2 nm
peak force: 4.781 N/m
mean stress at force peak: 148.5 MPa
mean stress zero: 99.3 nm
growth stress at mean zero: -96.5 MPa
growth stress within 10 MPa of steady: 78.2 nm
mean stress within 10 MPa of steady: 1000 nm
relaxing case: rate 0.1 nm/s, tau 300 s, fraction 0.3
relaxation length R tau: 30 nm
relaxing case, df/dh at 200 nm: -70.4 MPa
relaxing case, mean at 200 nm: -39.4 MPa
df/dt before stop: -7.04 MPa nm/s
df/dt after stop: 2.96 MPa nm/s
growth stress from jump: -100.0 MPa
stiffness correction at 200 nm: -0.16 %
first-layer stress change by wafer compliance: 0.15 MPa
curvature noise: 0.01 1/km; force: 0.027 N/m
fit window: 10 nm, 21 points, spacing 0.5 nm
fitted slope noise: 1.95 MPa; bias: 0.17 MPa
two-point slope noise: 77 MPa
mean-stress noise at 60 nm: 0.45 MPa
offset 1 N/m, mean error at 60 nm: 16.7 MPa
expansion wafer, film: 2.6, 16.5 ppm/K
thermal stress coefficient: -2.74 MPa/K
warming over 200 nm: 10 K
warming slope error at 60 nm: -8.2 MPa
warming slope error at 200 nm: -27.4 MPa
wafer radius: 50 mm; final bow: 4.61 um
final bow / wafer thickness: 0.0154
tests ok
```
